# Why the damping sign in antiresonant denominators was disputed

## The result

The sign of the damping in an antiresonant denominator cannot be judged right or wrong until the dependence of the damping on frequency is stated. Take a molecule in its ground state with one dipole-coupled excited level at energy $E$ and a real transition moment $\mu$ along the field. With $\hbar=1$, Gaussian-type atomic units and fields varying as $e^{-i\omega t}$, the competing polarizabilities are

$$\alpha_s(\omega)=\mu^2\left[\frac{1}{E-\omega-i\gamma}+\frac{1}{E+\omega+is\gamma}\right],\qquad s=\pm1 .$$

The choice $s=+1$ is the opposite-sign convention and $s=-1$ the constant-sign convention.

- If $\gamma$ is a constant, the opposite sign is required. The constant sign gives a complex dipole in a real static field and a response that precedes its cause.
- If $\gamma$ depends on frequency, reality demands $\gamma(-\omega)=s\,\gamma(\omega)$: an even law for the opposite sign, an odd law for the constant sign.
- With the radiative damping $\gamma_r(\omega)=\tfrac23\mu^2\omega^3/c^3$ put into both denominators, neither sign satisfies the optical theorem away from resonance, as long as $\gamma_r\ll\omega$. Each sign satisfies it with a damping law of its own.

Each side of the dispute can therefore point to a valid criterion. Reality with constant damping selects one sign; reality with an $\omega^3$ law selects the other.

The treatment assumes weak electric-dipole coupling and no Raman or nonradiative channel, and it leaves out radiative level shifts.

## Reality ties the sign to the parity of the damping

A real field must induce a real dipole, so $\alpha(-\omega)=\alpha(\omega)^*$ for real $\omega$. The two sides are

$$\alpha_s(-\omega)=\mu^2\left[\frac1{E+\omega-i\gamma(-\omega)}+\frac1{E-\omega+is\gamma(-\omega)}\right],$$

$$\alpha_s(\omega)^*=\mu^2\left[\frac1{E-\omega+i\gamma(\omega)}+\frac1{E+\omega-is\gamma(\omega)}\right].$$

They agree term by term if $\gamma(-\omega)=s\gamma(\omega)$, because $s^2=1$. If the parity is the wrong one, $\gamma(-\omega)=-s\gamma(\omega)$, the first line becomes $\alpha_s(\omega)$ itself. Reality would then require $\mathrm{Im}\,\alpha_s=0$, whereas

$$\mathrm{Im}\,\alpha_s=\mu^2\gamma\left[\frac1{(E-\omega)^2+\gamma^2}-\frac{s}{(E+\omega)^2+\gamma^2}\right]$$

is nonzero for $\omega\neq0$ and $\gamma\ne0$. The wrong parity therefore fails. A law of no definite parity fails too: if the reality condition at a given $\omega\neq0$ is solved for $\gamma(-\omega)$, the only real root is $s\gamma(\omega)$.

For damping $0.05E$ at $\omega=0.5E$, the defect $|\alpha(-\omega)-\alpha(\omega)^*|/|\alpha(\omega)|$ is 0.17 for the constant sign with constant $\gamma$. With $\gamma=0.05\,\omega^3/E^2$ the roles are exchanged: the constant sign has no defect and the opposite sign has one of 0.017.

## Constant damping: static limit and causality

At $\omega=0$ and constant $\gamma$,

$$\alpha_+(0)=\frac{\mu^2}{E-i\gamma}+\frac{\mu^2}{E+i\gamma}=\frac{2\mu^2E}{E^2+\gamma^2},\qquad
\alpha_-(0)=\frac{2\mu^2}{E-i\gamma}=\frac{2\mu^2(E+i\gamma)}{E^2+\gamma^2}.$$

For $\gamma=0.05E$, in units of the undamped value $2\mu^2/E$, these are $0.9975$ and $0.9975+0.0499i$. The imaginary part is of first order in $\gamma/E$, while the change in the real part is of second order.

Causality gives the same verdict. The dipole after an impulse at $t=0$ is

$$h(t)=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\,\alpha(\omega)e^{-i\omega t}.$$

For $t<0$ the contour closes in the upper half-plane. Both poles of $\alpha_+$, at $\pm E-i\gamma$, lie below the real axis, so $h=0$. The antiresonant pole of $\alpha_-$ lies at $-E+i\gamma$, with residue $\mu^2$ in $\alpha_-$, and gives

$$h(t)=i\mu^2e^{iEt}e^{\gamma t},\qquad t<0 .$$

With $\gamma=0.1E$, its modulus at $Et=-3$ is $e^{-0.3}\mu^2=0.74\mu^2$. This is a large response before the impulse.

The opposite sign follows from the dynamics of the density matrix. Let the coherence $\rho_{eg}$ decay at the rate $\gamma$. Its conjugate $\rho_{ge}$ must decay forward in time at the same rate. To first order in a field component $fe^{-i\omega t}$,

$$\dot\rho_{eg}=-(iE+\gamma)\rho_{eg}+i\mu fe^{-i\omega t},\qquad
\dot\rho_{ge}=(iE-\gamma)\rho_{ge}-i\mu fe^{-i\omega t}.$$

Replacing $d/dt$ by $-i\omega$ gives the amplitudes

$$\rho_{eg}=\frac{\mu f}{E-\omega-i\gamma},\qquad \rho_{ge}=\frac{\mu f}{E+\omega+i\gamma}.$$

The dipole $\mu(\rho_{eg}+\rho_{ge})$ is $\alpha_+f$. The signs in the two denominators differ because the two coherences rotate in opposite senses but decay in the same direction of time.

## Where the constant sign comes from

A scattering amplitude uses a different object. The initial state, ground state plus one photon, has energy $\omega>0$. Every intermediate state enters through $1/(\omega-E_{\rm int}+i0)$. If the incoming photon is absorbed first, $E_{\rm int}=E$. If the outgoing photon is emitted first, the excited molecule coexists with two photons and $E_{\rm int}=E+2\omega$. Up to a common minus sign the denominators are

$$\frac1{E-\omega-i0}\qquad\text{and}\qquad\frac1{E+\omega-i0}.$$

The infinitesimals have the same sign. The second has no effect at positive frequency, since $E+\omega$ does not vanish there, so amplitude and response function agree. They part when $i0$ is replaced by a finite constant $i\gamma$. At positive frequency the antiresonant terms of the two forms then differ by $2i\gamma/[(E+\omega)^2+\gamma^2]$, and if the amplitude's form is continued to $\omega\le0$ it also breaks the reality condition.

## What the optical theorem requires

In a field $F_0\cos\omega t$ the mean power taken from the field is $\tfrac12\omega F_0^2\,\mathrm{Im}\,\alpha$. The induced dipole, of amplitude $|\alpha|F_0$, radiates $\omega^4|\alpha|^2F_0^2/(3c^3)$. If elastic scattering is the only loss, the two are equal:

$$\mathrm{Im}\,\alpha=\frac23\left(\frac{\omega}{c}\right)^3|\alpha|^2 .$$

A quantum calculation shows how this arises from the two denominators. Couple the two-level molecule to field modes by $\sigma_x\sum_k g_k(a_k+a_k^\dagger)$, where $\sigma_x$ exchanges $|g\rangle$ and $|e\rangle$ and the dipole operator is $\mu\sigma_x$. The components needed at first order are

$$|\tilde0\rangle\simeq|g,0\rangle-\sum_k\frac{g_k}{E+\omega_k}|e,1_k\rangle,\qquad
|\tilde k\rangle\simeq|g,1_k\rangle-\frac{g_k}{E-\omega_k}|e,0\rangle+\dots$$

The omitted components of $|\tilde k\rangle$ contain two photons and do not contribute to the next matrix element at this order. Define

$$a=\frac1{E-\omega_k},\qquad b=\frac1{E+\omega_k}.$$

The $|e,1_k\rangle$ part of the ground state contributes $-g_kb$, and the $|e,0\rangle$ part of the one-photon state contributes $-g_ka$. Thus

$$\langle\tilde k|\sigma_x|\tilde0\rangle=-g_k(a+b).$$

The two time orderings end in the same state, so their amplitudes are added before squaring. The strength contains the interference term $2ab$.

Molecule and field together form a closed system, whose absorption at $\omega>0$ is a sum over its excited states:

$$\mathrm{Im}\,\alpha=\pi\mu^2\sum_k g_k^2(a+b)^2\delta(\omega-\omega_k).$$

For plane waves in a volume $V$, $g_k^2=(2\pi\omega_k/V)\mu^2|\mathbf e_k\cdot\hat{\boldsymbol\mu}|^2$. The sum over two polarizations gives $\sin^2\theta$, whose integral over directions is $8\pi/3$. Hence

$$\pi\sum_kg_k^2\delta(\omega-\omega_k)
=\pi\,\frac{1}{(2\pi)^3}\,\frac{\omega^2}{c^3}\,2\pi\omega\mu^2\,\frac{8\pi}{3}
=\frac23\mu^2\frac{\omega^3}{c^3}=\gamma_r(\omega).$$

This is half the golden-rule population decay rate, evaluated at $\omega$. The result,

$$\mathrm{Im}\,\alpha=\gamma_r(\omega)\,\mu^2(a+b)^2,$$

is the optical theorem at leading order off resonance, since there $\alpha\simeq\mu^2(a+b)$.

Diagonalizing a two-level molecule coupled to three modes, with $g=10^{-3}E$, tests the interference term without using a damping constant. With $E=1$, the line strengths divided by $g^2$ are:

| $\omega/E$ | diagonalized | $(a+b)^2$ | $a^2+b^2$ | $a^2-b^2$ |
|---:|---:|---:|---:|---:|
| 0.31 | 4.896 | 4.896 | 2.683 | 1.518 |
| 0.73 | 18.332 | 18.333 | 14.052 | 13.383 |
| 1.57 | 1.864 | 1.864 | 3.229 | 2.926 |

Below resonance $ab>0$ and the interference raises the strength. Above resonance $a$ is negative and the interference lowers it.

## How large the error is

Put $\gamma_r(\omega)$ into both denominators and expand to first order, for $|E-\omega|\gg\gamma_r$:

$$\mathrm{Im}\,\alpha_s\simeq\gamma_r\mu^2(a^2-sb^2).$$

The constant sign gives $a^2+b^2$: each ordering has its own loss, but the interference is missing. The opposite sign gives $a^2-b^2$. Let $R$ be $\mathrm{Im}\,\alpha$ divided by $\tfrac23(\omega/c)^3|\alpha|^2$, and let $x=\omega/E$. From

$$a+b=\frac{2E}{E^2-\omega^2},\quad a-b=\frac{2\omega}{E^2-\omega^2},\quad
a^2+b^2=\frac{2(E^2+\omega^2)}{(E^2-\omega^2)^2}$$

it follows that

$$R_+=\frac{a-b}{a+b}=x,\qquad R_-=\frac{a^2+b^2}{(a+b)^2}=\frac{1+x^2}{2}.$$

If the resonance value $\gamma_0=\gamma_r(E)$ is instead used at all frequencies with the opposite sign, $R_+$ is multiplied by $\gamma_0/\gamma_r(\omega)=x^{-3}$ and becomes $x^{-2}$.

| $x$ | opposite, $\gamma_r$ | constant, $\gamma_r$ | opposite, $\gamma_0$ |
|---:|---:|---:|---:|
| 0.1 | 0.100 | 0.505 | 100 |
| 0.5 | 0.500 | 0.625 | 4.00 |
| 0.9 | 0.900 | 0.905 | 1.23 |
| 1.0 | 1.000 | 1.000 | 1.00 |
| 2.0 | 2.000 | 2.500 | 0.25 |

A value below one means that the molecule scatters more power than it takes from the field. A value above one means absorption with no channel to receive it. At resonance the first term dominates, $\alpha\simeq i\mu^2/\gamma$, and all three choices agree up to a relative difference of order $(\gamma/E)^2$. At detunings comparable with $\gamma$, a change of sign still matters only at that order, while a change from the $\omega^3$ law to constant damping matters at order $\gamma/E$. For a narrow line, $\gamma\ll E$, the measured resonant line shape therefore hardly distinguishes the choices.

The last column also limits the density-matrix argument. Constant decay rates give the correct sign and a real, causal response, but they do not give the correct radiative loss far from resonance. Writing $|\omega|^3$ in the opposite-sign form would restore its reality, but would leave $R_+=x$ at positive frequency.

## The damping law that belongs to each sign

Since $\mathrm{Im}(1/\alpha)=-\mathrm{Im}\,\alpha/|\alpha|^2$, the optical theorem is equivalent to

$$\mathrm{Im}\frac1\alpha=-\frac23\frac{\omega^3}{c^3}=-\frac{\gamma_r}{\mu^2}.$$

For the opposite sign, adding the fractions gives

$$\alpha_+=\frac{2E\mu^2}{E^2-(\omega+i\gamma)^2},\qquad
\frac1{\alpha_+}=\frac{E^2-\omega^2+\gamma^2-2i\omega\gamma}{2E\mu^2}.$$

The imaginary part is $-\omega\gamma/(E\mu^2)$, so the required damping is

$$\gamma_+(\omega)=\gamma_r(\omega)\frac E\omega=\frac23\mu^2\frac{E\omega^2}{c^3}.$$

This law is even, as reality demands, and no expansion in $\gamma$ was used.

For the constant sign, the sum is $\alpha_-=2\mu^2(E-i\gamma)/[(E-i\gamma)^2-\omega^2]$, so

$$\frac1{\alpha_-}=\frac1{2\mu^2}\left[E-i\gamma-\frac{\omega^2}{E-i\gamma}\right]
=\frac1{2\mu^2}\left[E-i\gamma-\frac{\omega^2(E+i\gamma)}{E^2+\gamma^2}\right].$$

Equating the imaginary part to $-\gamma_r/\mu^2$ gives

$$\gamma_-\left[1+\frac{\omega^2}{E^2+\gamma_-^2}\right]=2\gamma_r,\qquad
\gamma_-\simeq\frac{2E^2}{E^2+\omega^2}\,\gamma_r .$$

This law is odd, again as reality demands. For $\omega>0$ every root of the exact equation lies between 0 and $2\gamma_r$. If $\gamma_r<E/2$, the left side rises throughout that range and the root is unique; at larger damping there can be several. Both laws reduce to $\gamma_r$ at resonance, up to higher orders in the damping for $\gamma_-$.

The two corrected polarizabilities have the same $\mathrm{Im}(1/\alpha)$. Their real parts of $1/\alpha$ differ by

$$\frac{1}{2E\mu^2}\left(\gamma_+^2-\frac{\omega^2}{E^2}\gamma_-^2\right)$$

at leading order, which is quadratic in the damping. At $\omega=0.5E$, the polarizabilities differ by $7.5\times10^{-5}\mu^2/E$ when $q=\gamma_0/E=0.02$, and by a quarter of that when $q=0.01$. This difference should not be given a physical reading, because the omitted level shifts are of second order in $g_k$, like $\gamma$ itself, and so already enter at first order in the damping.

Both corrected forms have the static limit $2\mu^2/E$. Their imaginary parts vanish as $\tfrac23(\omega/c)^3(2\mu^2/E)^2$. With $\gamma_r$ in both denominators the static value is also real for either sign, so the static limit alone no longer decides. The approach to it does: the constant sign then gives half the required $\omega^3$ loss, and the opposite sign gives a loss proportional to $\omega^4$.

## A worked case

Take $E=0.4$ hartree and $\mu=1\,ea_0$. At resonance $\gamma_0=1.658\times10^{-8}$ hartree, which corresponds to a population decay rate $2\gamma_0=1.37\times10^9\ \mathrm{s^{-1}}$. At $\omega=0.2$ hartree, $\gamma_r=\gamma_0/8=2.07\times10^{-9}$ hartree. The required dampings are

$$\gamma_+=2\gamma_r=4.15\times10^{-9},\qquad
\gamma_-=\frac{2}{1.25}\gamma_r=3.32\times10^{-9}\ \text{hartree}.$$

The real part of the polarizability is $2(0.4)/(0.16-0.04)=6.67\,a_0^3$. The imaginary part is $\gamma_r(6.67)^2=9.21\times10^{-8}a_0^3$, using $\mu=1$. The extinction cross section $4\pi(\omega/c)\,\mathrm{Im}\,\alpha$ and the scattering cross section $(8\pi/3)(\omega/c)^4|\alpha|^2$ both equal $1.69\times10^{-9}a_0^2$. The sign and law of the damping are invisible in the refractive part here, but they change the calculated loss by factors of order one or more.

## Complex frequencies

Neither the opposite-sign form with $\gamma_+$ nor the constant-sign form with the leading expression for $\gamma_-$ is a causal response when continued to complex frequencies. With $\gamma_+=q\omega^2/E$, the resonant denominator vanishes when $E-\omega-iq\omega^2/E=0$. One root is near $E-iqE$. The other, found by balancing the last two terms, is near $iE/q$, in the forbidden upper half-plane. In the worked case $E/q$ is about $10^7$ hartree, far above the electron rest energy $c^2\approx1.9\times10^4$ hartree, where the model has already lost its validity.

The leading constant-sign law has a nearer defect. Its factor $1/(E^2+\omega^2)$ diverges at $\omega=iE$. For $E=1$ the resonant pole condition is $(1-\omega)(1+\omega^2)=2iq\omega^3$. Setting $\omega=i+\delta$ gives $2i(1-i)\delta\simeq2q$, hence $\delta\simeq q(1-i)/2$. For $q=0.01$ the spurious pole lies at $0.005+0.995i$. It is weak, with a residue of about $0.005\mu^2$, but it sits at an ordinary imaginary frequency. Because it lies only about $qE/2$ from the imaginary axis, this form drops to zero at $\omega=iE$, where the undamped value is $\mu^2/E$; the disturbance is confined to a window of width of order $qE$.

The opposite-sign form is smooth there, but its distant poles have residues of modulus near $\mu^2$. On the imaginary axis $\alpha_+(i\xi)=2E\mu^2/[E^2+(\xi-q\xi^2/E)^2]$, which returns to the full static value $2\mu^2/E$ at $\xi=E/q$. For small $q$ this peak adds twice the undamped value to $\int_0^\infty\alpha(i\xi)^2d\xi$, so a dispersion integral taken to infinity comes out three times too large. Cut off well below $E/q$, both forms change the integral only at relative order $q$. Neither form should be continued without such care.

## Second harmonic generation

Let the excited state also have a permanent dipole that differs from that of the ground state by $\Delta$, and let the population decay at $2\gamma$ with constant $\gamma$. At second order the field acts on the coherences through $\Delta$:

$$\rho_{eg}^{(2)}=\frac{\mu\Delta f^2}{(E-2\omega-i\gamma)(E-\omega-i\gamma)},\qquad
\rho_{ge}^{(2)}=\frac{\mu\Delta f^2}{(E+2\omega+i\gamma)(E+\omega+i\gamma)}.$$

The population obeys $\dot\rho_{ee}=-2\gamma\rho_{ee}+i\mu F(\rho_{ge}-\rho_{eg})$, with $F=fe^{-i\omega t}$, so

$$-2i(\omega+i\gamma)\rho_{ee}^{(2)}
=i\mu^2f^2\,\frac{-2(\omega+i\gamma)}{(E+\omega+i\gamma)(E-\omega-i\gamma)} .$$

The factors $\omega+i\gamma$ cancel. The dipole $\mu(\rho_{eg}+\rho_{ge})+\Delta\rho_{ee}$ then gives

$$\beta=\mu^2\Delta\left[\frac1{(E-2\omega-i\gamma)(E-\omega-i\gamma)}+\frac1{(E+\omega+i\gamma)(E-\omega-i\gamma)}+\frac1{(E+\omega+i\gamma)(E+2\omega+i\gamma)}\right].$$

In this model the damping sign follows the sign of the frequency in each denominator. At $\omega=0$ the first and third terms are conjugates and the second is real. For $\gamma=0.05E$ the static value is 0.994 of the undamped $3\mu^2\Delta/E^2$. With constant signs it is $0.993+0.100i$ of that value. The spurious phase is about twice that of the linear polarizability, because each term now has two damped denominators.

## What to do

For a phenomenological constant width, use opposite signs. Do not read the off-resonant imaginary part as radiative loss.

For purely radiative damping of this one-level model, use the opposite sign with $\gamma_+\propto\omega^2$ at real frequencies, or compute the undamped $\alpha$ first and add $i\tfrac23(\omega/c)^3\alpha^2$ off resonance. The second route needs no choice of sign.

When comparing two published expressions, compare the sign and the damping law together, and check whether the quantity is a scattering amplitude at positive frequency or a response function at both signs of frequency. The numerical output below gives the values for each convention.

## Calculated quantities

```
Reality defect |a(-w)-a(w)*|/|a(w)|, w=0.5E, scale 0.05E
 opposite: const 0.0000, w^2 0.0000, w^3 0.0167
 constant: const 0.1659, w^2 0.0417, w^3 0.0000
Static alpha / (2 mu^2/E), constant gamma = 0.05 E
 opposite: 0.997506 +0.000000 i
 constant: 0.997506 +0.049875 i
Impulse response modulus / mu^2, gamma = 0.1 E, at E*t = -3
 opposite: 0.00000
 constant: 0.74082
Static SHG beta / undamped value, gamma = 0.05 E
 opposite: 0.994190 +0.000000 i
 constant: 0.992531 +0.099502 i
Box mode sum / integral of (2/3)w^3: 0.99840
Dipole strength of one-photon lines / g^2 (E = mu = 1)
 w/E   exact   (a+b)^2  a^2+b^2  a^2-b^2
 0.31   4.8958   4.8957   2.6831   1.5177
 0.73  18.3321  18.3333  14.0515  13.3833
 1.57   1.8640   1.8640   3.2293   2.9265
Model: E = 0.4 hartree, mu = 1.0 e a0, c = 137.0360 a.u.
gamma at resonance: 1.65800e-08 hartree; q = 4.14500e-08
Population decay rate 2*gamma: 1.37088e+09 1/s
Static polarizability 2 mu^2/E: 5.0000 a0^3
Optical-theorem quotient (1 = satisfied), x = w/E
  x   opp,w^3  con,w^3  opp,const  opp,cured  con,cured
 0.1   0.1000   0.5050   100.0000    1.0000    1.0000
 0.5   0.5000   0.6250     4.0000    1.0000    1.0000
 0.9   0.9000   0.9050     1.2346    1.0000    1.0000
 1.0   1.0000   1.0000     1.0000    1.0000    1.0000
 2.0   2.0000   2.5000     0.2500    1.0000    1.0000
At x = 0.5:
 gamma_r 2.07250e-09, opp 4.14500e-09, con 3.31600e-09 hartree
 alpha = 6.66667 + 9.21111e-08 i a0^3
 scattering cross section 1.68934e-09 a0^2
Cured forms, w=0.5E: gap/(mu^2/E) 7.466e-05 (q=0.02), 1.867e-05 (q=0.01)
Poles of resonant term, q = 0.01, in units of E
 opposite: physical 0.99980-0.01000j, spurious -0.99980+100.01000j
 constant: physical 0.99980-0.01000j, spurious 0.00490+0.99498j
 constant: spurious residue modulus/mu^2 0.00495
Spurious pole scale E/q in the model: 9.6502e+06 hartree
```
